\section*{Choosing a singular-value cutoff for ellipsometry of nanometre oxides on silicon}

\section{The question posed by a thin oxide}

A silicon wafer carries an oxide about 2 nm thick. Light at 632.8 nm is reflected from it at 60, 65 and 70 degrees, and the change of polarization is recorded. The phase responds strongly: at 70 degrees it moves by 5.7 degrees when the film is added. Yet a fit that leaves both thickness and refractive index free has a standard error of about 0.4 in the index, for the noise assumed below. Should the fit keep both parameters, damp one combination of them, or remove it?

Electronic-structure programs offer the same kind of setting when basis functions are nearly dependent. If the columns of $X$ represent the normalized functions, their overlap matrix is $S=X^\dagger X$. An eigenvalue $\lambda$ of $S$ is the square of a singular value of $X$, and a cutoff removes combinations whose norm $\sqrt{\lambda}$ is too small. In ellipsometry the columns are responses of the data to parameters, and a small singular value marks a parameter change that the data hardly see. The algebra is shared, but the numerical threshold is not: here measurement noise and prior knowledge set it.

\section{What is measured and fitted}

The film is uniform, isotropic and transparent, with thickness $d$, index $n$ and permittivity $\varepsilon=n^2$. The ambient index is 1. Fields vary as $\exp(+i\omega t)$, so an absorbing substrate has index $N_s=n_s-i\kappa_s$ and permittivity $\varepsilon_s=N_s^2$. The measured ratio is
\begin{equation}
\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.
\end{equation}

From here on $\lambda$ is the vacuum wavelength, $\theta$ is the angle of incidence, and $S$ no longer denotes the overlap matrix. Let $k=2\pi/\lambda$, $S=\sin^2\theta$, $c=\cos\theta$ and $q_j=\sqrt{\varepsilon_j-S}$, with subscripts $0,1,s$ for ambient, film and substrate. The ratio of tangential magnetic to electric field in a forward wave, in units of the vacuum admittance, is $y_j=q_j$ for $s$ and $y_j=\varepsilon_j/q_j$ for $p$ polarization.

Set the tangential electric field at the back of the film to 1; the magnetic field there is $y_s$. Inside the film the forward and backward waves have back-face amplitudes $(1\pm y_s/y_1)/2$. Carrying them to the front through the phase $\beta=kdq_1$ gives
\begin{align}
E&=\cos\beta+i(y_s/y_1)\sin\beta,\\
M&=y_s\cos\beta+iy_1\sin\beta,\qquad Y=M/E.
\end{align}
Continuity at the front gives $r=(y_0-Y)/(y_0+Y)$. This $r$ refers to tangential electric fields. The usual ellipsometric sign of $r_p$ is opposite, so $\rho=-r^{(p)}/r^{(s)}$, and a bare transparent substrate below Brewster's angle has $\Delta=180^\circ$.

The derivatives needed by the fit follow from the same fields:
\begin{align}
d\ln r&=-\frac{2y_0}{y_0^2-Y^2}\,dY,\qquad dY=\frac{dM-Y\,dE}{E},\\
dE&=\left(-\sin\beta+i\frac{y_s}{y_1}\cos\beta\right)d\beta
-i\frac{y_s}{y_1^2}\sin\beta\,dy_1,\\
dM&=(-y_s\sin\beta+iy_1\cos\beta)d\beta+i\sin\beta\,dy_1.
\end{align}
For a thickness change, $\partial_d\beta=kq_1$ and $\partial_d y_1=0$. For an index change, $\partial_n\beta=kdn/q_1$, while $\partial_n y_1=n/q_1$ for $s$ and $n(2q_1^2-n^2)/q_1^3$ for $p$. Subtracting the $s$ result from the $p$ result gives the derivative of $\ln\rho$.

Since $\ln\rho=\ln\tan\psi+i\Delta$ and $d\ln\tan\psi=2\,d\psi/\sin2\psi$,
\begin{equation}
\delta\psi=\tfrac12\sin2\psi\,\mathrm{Re}\,\delta\ln\rho,\qquad
\delta\Delta=\mathrm{Im}\,\delta\ln\rho.
\end{equation}
Dividing these changes by the standard deviations $\sigma_\psi,\sigma_\Delta$ of independent Gaussian noise gives rows of equal weight. The columns of the resulting Jacobian $J$ are the real vectors $\mathbf A$, for a change of $d$, and $\mathbf B$, for a change of $n$.

Let $\mathbf r$ be data minus model, also divided by the noise, and let $J=U\,\mathrm{diag}(s_i)V^T$. Minimizing $|\mathbf r-J\delta\mathbf p|^2+\mu|\delta\mathbf p|^2$ gives $(J^TJ+\mu I)\delta\mathbf p=J^T\mathbf r$, hence
\begin{equation}
\delta\mathbf p=V\,\mathrm{diag}\!\left(\frac{s_i}{s_i^2+\mu}\right)U^T\mathbf r.
\label{step}
\end{equation}
A scan over $d$ at a trial index supplies the start. A step that lowers the misfit is accepted and $\mu$ is reduced; otherwise $\mu$ is increased. This damping is applied to each step and not to the distance from a preferred answer. A converged point satisfies $J^T\mathbf r=0$ whatever $\mu$ was, so step damping aids convergence but adds no information about $n$.

\section{Why a thin film gives one combination}

Write $u=\beta/y_1=kdw$. For $s$, $w=1$; for $p$, $w=q_1^2/\varepsilon=1-S/\varepsilon$. Since $\beta=uy_1$, expansion to second order gives
\begin{align}
E&=1+iuy_s-\tfrac12u^2y_1^2,\\
M&=y_s+iuy_1^2-\tfrac12u^2y_1^2y_s,\\
1/E&=1-iuy_s+\tfrac12u^2y_1^2-u^2y_s^2.
\end{align}
In the product $M/E$, the second-order terms are $-\frac12y_1^2y_s+y_1^2y_s+\frac12y_1^2y_s-y_s^3=y_s(y_1^2-y_s^2)$ times $u^2$. With $P=w(y_1^2-y_s^2)$,
\begin{equation}
Y=y_s+ikdP+(kd)^2wy_sP+O(d^3).
\end{equation}

Let $D=y_0^2-y_s^2$. The first and second derivatives of $\ln r$ with respect to $Y$ at $y_s$ are $-2y_0/D$ and $-4y_0y_s/D^2$. The square of the first-order change of $Y$ is $-(kd)^2P^2$, so
\begin{equation}
\ln\frac{r}{r_0}=-ikd\frac{2y_0P}{D}
-(kd)^2\frac{2y_0y_sP}{D}\left(w-\frac PD\right)+O(d^3).
\label{second}
\end{equation}

For $s$, $P=\varepsilon-\varepsilon_s$ and $D=1-\varepsilon_s$, giving
\begin{equation}
\left(\frac{2y_0P}{D}\right)_s=\frac{2c(\varepsilon_s-\varepsilon)}{\varepsilon_s-1}.
\end{equation}
For $p$, $wy_1^2=\varepsilon$. Placing the terms over common denominators gives
\begin{align}
P&=\frac{(\varepsilon_s-\varepsilon)[S(\varepsilon_s+\varepsilon)-\varepsilon\varepsilon_s]}{\varepsilon q_s^2},\\
D&=-\frac{(\varepsilon_s-1)b}{c^2q_s^2},\qquad b=c^2\varepsilon_s-S.
\end{align}
With $y_0=1/c$,
\begin{equation}
\left(\frac{2y_0P}{D}\right)_p=
\frac{2c(\varepsilon_s-\varepsilon)[\varepsilon\varepsilon_s-S(\varepsilon_s+\varepsilon)]}
{\varepsilon(\varepsilon_s-1)b}.
\end{equation}
Subtracting the $s$ term leaves in the numerator
\begin{equation}
\varepsilon\varepsilon_s-S(\varepsilon_s+\varepsilon)-\varepsilon b
=S\varepsilon_s(\varepsilon-1),
\end{equation}
because $1-c^2=S$. Thus
\begin{align}
\ln(\rho/\rho_0)&=-ikdGF+(kd)^2H+O(d^3),\label{law}\\
F&=\frac{(\varepsilon-1)(\varepsilon_s-\varepsilon)}{\varepsilon},\qquad
G=\frac{2cS\varepsilon_s}{(\varepsilon_s-1)b}.
\end{align}
Here $H$ is the $p$ value minus the $s$ value of the coefficient of $(kd)^2$ in Eq.~\eqref{second}.

The angle enters the first-order term through $G$, while the film enters through $dF(n)$. Further angles therefore repeat the same first-order information with different weights. The expansion needs a small first-order change. Near Brewster's angle of a transparent substrate $b$ approaches zero, $G$ becomes large, and the usable thickness range shrinks.

As a numerical reading, take $N_s=3.88-0.02i$ and $n=1.46$. Neglecting absorption for this estimate, $\varepsilon_s=15.05$, $F=6.86$, and $G=0.737$ at 70 degrees. For $d=2$ nm, $kd=0.01986$, so $\Delta$ should fall by $0.01986\times0.737\times6.86=0.100$ rad, or 5.75 degrees. The full film formula gives a fall from 179.188 to 173.453 degrees, or 5.74 degrees. Meanwhile $\psi$ changes by 0.046 degree.

\section{From the response to the singular values}

Let $g=\partial_d\ln\rho$, $h=\partial_n\ln\rho$ and $R=F'/F$, with the prime denoting $d/dn$ and $F\ne0$. Equation~\eqref{law} gives
\begin{align}
g&=-ikGF+2k^2dH+O(d^2),\\
h&=-ikdGF'+(kd)^2\partial_nH+O(d^3)\nonumber\\
&=dRg+(kd)^2Q+O(d^3),\qquad Q=\partial_nH-2HR.
\label{columns}
\end{align}

First suppose that the substrate is transparent. Then $R$ is real, and $dRg$ is parallel to the thickness response. To leading order $g$ is imaginary and appears in $\Delta$, while $Q$ is real and appears in $\psi$. The part of $\mathbf B$ perpendicular to $\mathbf A$ therefore has length
\begin{equation}
L=(kd)^2\left[\sum_\theta
\left(\frac{\sin2\psi_0\,Q}{2\sigma_\psi}\right)^2\right]^{1/2}+O(d^3),
\label{L}
\end{equation}
where $\psi_0$ belongs to the bare substrate. This requires $\sin2\psi_0\,Q\ne0$ at one or more of the angles. Adding an angle can enlarge the prefactor but does not alter the power of $d$.

The two-by-two matrix $J^TJ$ has determinant $|\mathbf A|^2L^2$. Its inverse gives the standard errors
\begin{equation}
\sigma_n=\frac1L,\qquad
\sigma_d=\frac{|\mathbf B|}{|\mathbf A|L}\simeq\frac{d|R|}{L}.
\label{errors}
\end{equation}
For a transparent substrate with $R\ne0$, they grow as $d^{-2}$ and $d^{-1}$. If $n$ is known, the thickness error is instead $1/|\mathbf A|$, which tends to a constant.

The singular values obey $s_1s_2=|\mathbf A|L$ and $s_1^2+s_2^2=|\mathbf A|^2+|\mathbf B|^2$. When $L$ is small, $|\mathbf B|\simeq d|R||\mathbf A|$, and for parameters $(d/d_u,n)$ with a fixed length unit $d_u$,
\begin{equation}
s_2\simeq\frac{L}{\sqrt{1+(dR/d_u)^2}}.
\label{units}
\end{equation}
The $d^2$ law for this singular value thus needs $d|R|\ll d_u$. With $d_u=1$ nm and $R=0.985$, a 2 nm film is outside that range. There $L=2.806$ (the output line labelled ``s2 predicted at 2 nm'' prints this $L$, not $s_2$), but $s_2=2.806/\sqrt{1+1.969^2}=1.27$, as the direct decomposition gives. Between 1 and 2 nm, $s_2$ rises with the power 1.14. This weaker power does not mean that the index error grows more slowly than Eq.~\eqref{errors} says.

A relative thickness change $\delta d/d$ is a better coordinate. The columns become $d\mathbf A$ and $\mathbf B$, and $s_2\simeq L/\sqrt{1+R^2}$ has the same power as $L$. Converting the tabulated values gives about 0.58, 2.0, 45 and 178 at 1, 2, 10 and 20 nm. The ratio $s_1/s_2$ falls from about 420 at 1 nm to 21 at 20 nm.

\subsection{Absorption in the substrate}

If the substrate absorbs, $R$ is complex. The real part of $dR$ still moves $\mathbf B$ along $\mathbf A$, but the imaginary part leaves $i\,d\,\mathrm{Im}(R)g$, which can have a perpendicular component linear in $d$. Separation still disappears as $d\to0$, though more slowly.

For silicon in red light $R=0.985-0.0027i$, so the linear term is weak. In the program's tests of the limit, at thicknesses far too small to describe real films, the power of $s_2$ was 1.999 for a transparent substrate, with one angle or three. It was 1.000 for a strongly absorbing one with index $5.0-4.2i$ at 300 nm.

The red-light values of $L$ at 1 and 2 nm, 0.81 and 2.81, can be described by $L=C_1d+C_2d^2$ if the two contributions are nearly parallel. This gives $C_1\simeq0.21$ and $C_2\simeq0.60$ in the corresponding inverse powers of nm. The terms would be equal near 0.35 nm. The same coefficients predict $\sigma_n=0.063$ at 5 nm; direct calculation gives 0.062. This supports the estimate without proving that the contributions are parallel.

\section{Reading the errors}

The assumed noise is 0.01 degree in $\psi$ and 0.02 degree in $\Delta$. For the three angles and $n=1.46$, the linearized standard errors are as follows.

\begin{center}
\begin{tabular}{rrrr}
$d$ (nm) & $\sigma_d$ (nm) & $\sigma_n$ & $\sigma_d$, $n$ known (nm)\\
100 & 0.015 & 0.00013 & 0.010\\
20 & 0.082 & 0.0038 & 0.008\\
10 & 0.16 & 0.016 & 0.006\\
5 & 0.31 & 0.062 & 0.006\\
2 & 0.70 & 0.36 & 0.006
\end{tabular}
\end{center}

At 2 nm the index error is too large for a linear error bar to be taken literally. It means that the data do not determine $n$ within a useful range. The correlation of the two errors is $-0.99997$. Using 70 degrees alone raises $\sigma_n$ from 0.36 to 0.54, so the extra angles help without curing the problem.

The poorly determined direction follows from keeping $dF$ constant:
\begin{equation}
\frac{\delta d}{d}=-\mathrm{Re}(R)\,\delta n.
\label{valley}
\end{equation}
For noise-free data from a 2 nm film, holding $n$ at 1.36 gives $d=2.262$ nm and a weighted squared misfit of 0.087. Holding it at 1.56 gives 1.845 nm and 0.076. Both misfits are far below one, the change that marks one standard error for a single parameter. For a 100 nm film, shifting the assumed index by only 0.01 gives a misfit of about 6300, even after $d$ is refitted.

The linear errors were tested with 300 noisy fits at each of two thicknesses. At 20 nm the fitted values spread by 0.079 nm and 0.0037; at 100 nm they spread by 0.016 nm and 0.00012. These agree with the table to within about 7 percent of the predicted errors.

\section{Choosing the cutoff}

A singular value needs a scale before it can be compared with a threshold. Divide each parameter's distance from its prior value by its prior standard deviation, $\tau_d$ or $\tau_n$, and divide the data by their noise. Treat the prior deviations as independent, with zero mean and, after scaling, unit variance.

Along one singular direction let the true deviation be $t$. The data estimate it as $t+\eta/s$, where $\eta$ has unit variance. Multiplying this estimate by a factor $f$ leaves the error $(f-1)t+f\eta/s$. Noise and prior deviation are independent, so the mean square error is
\begin{equation}
e^2=(1-f)^2+\frac{f^2}{s^2}.
\end{equation}
Setting its derivative to zero gives
\begin{equation}
f=\frac{s^2}{s^2+1}.
\label{filter}
\end{equation}
If the choice is restricted to keeping the direction ($f=1$, $e^2=1/s^2$) or removing it ($f=0$, $e^2=1$), it should be kept when $s>1$. Within this linear model, the cutoff is one in these units.

Equation~\eqref{filter} resembles the damping in Eq.~\eqref{step}, but its role differs. The same factor results if the squared scaled distance from the prior values is added to the squared misfit as a permanent penalty, which remains in the converged answer. Shrinking the steps of an ordinary fit does not do this.

Suppose that prior knowledge gives $\tau_n=0.02$ and $\tau_d=1$ nm. For the thin films considered here $\tau_nd|R|\ll\tau_d$, and the smaller scaled singular value is close to $\tau_n/\sigma_n$. It is 0.06 at 2 nm, 0.32 at 5 nm and 1.3 at 10 nm. The direction should be removed at 2 and 5 nm and may be kept at 10 nm. Scaling $\sigma_n$ as $d^{-2}$ from 10 nm puts the change near 9 nm. This boundary belongs to the stated noise, angles, wavelength and prior width.

At 2 nm the removed direction is almost purely a change of index, so removal nearly amounts to fixing $n$. The random thickness error then falls to 0.006 nm. The prior index uncertainty of 0.02 contributes, by Eq.~\eqref{valley}, $2\times0.985\times0.02=0.039$ nm. This exceeds the random error and must be included in the reported uncertainty. Errors in the substrate constants come on top: if silicon has $\kappa_s=0.016$ but the fit assumes 0.020, the fitted thickness is too small by 0.056 nm.

If the index itself is wanted, reducing $\sigma_n$ to 0.01 at 2 nm requires 36 times less noise. Averaging would take about $36^2\simeq1300$ independent readings and would not remove calibration errors. With 300 nm light, oxide index 1.49 and the same assumed noise, $\sigma_n$ at 2 nm is 0.029 instead of 0.36. The wavelength and both materials' optical constants change together in this comparison, so the whole gain cannot be assigned to absorption. It also assumes that the ultraviolet constants of silicon are known very accurately. If the true $\kappa_s$ is 1 percent larger than assumed, the linear estimate shifts the fitted index by $-0.51$. So large a shift cannot be taken literally, but a true $\kappa_s$ only 0.1 percent larger than assumed already shifts the fitted index by $-0.05$, more than the random error of 0.029. Calibration, not noise, can therefore limit the result.

\section{What a real oxide changes}

The example lies in the thickness range of thin gate oxides. Its optical constants are rough typical values, and its noise is an assumed instrument performance. A real interface need not be abrupt, and a real surface may carry contamination. To first order such layers add their values of $d_jF(n_j)$, because each adds its own first-order change to $Y$. A 0.5 nm interlayer of index 2.0 therefore looks like $0.5F(2.0)/F(1.46)=0.60$ nm of extra oxide. The full calculation for a 2 nm film with $n$ fixed gives a shift of 0.60 nm. A 0.3 nm surface film of index 1.4 adds 0.28 nm. These shifts are much larger than the random error of 0.006 nm; the result is an optical equivalent thickness, not a count of oxide alone.

Freeing $n$ in a thicker film exposes other errors. At 20 nm, an angle offset of 0.01 degree shifts the fit by $-0.18$ nm and $+0.010$ in index. Silicon 10 K warmer than its calibration, with a rough index change of $4\times10^{-4}$ per kelvin, shifts it by $+0.38$ nm and $-0.018$. Both exceed the random errors of 0.08 nm and 0.004. With $n$ fixed at 2 nm, the same two disturbances move $d$ by less than 0.004 nm. The temperature estimate changes only the real part of silicon's index. If $\kappa_s$ also rose by 4 percent, the shift at 2 nm would be $+0.008$ nm.

A singular value above the cutoff therefore justifies a free index only if calibration errors are also smaller than the prior width. In this example the noise alone would allow a free index at 20 nm, but an uncorrected 10 K difference would use up nearly all of the assumed 0.02 prior width. The angle and substrate constants should then be calibrated, or included as uncertain parameters with their own priors, before the fitted index is interpreted. The numerical output below lists the main values used here.

\section*{Table of computed values}
\begin{verbatim}
photon energy 1.959 eV at wavelength 632.8 nm
silicon index 3.88 - 0.02i, oxide 1.46
noise: psi 0.01 deg, Delta 0.02 deg
60 deg: bare psi 23.367, Delta 179.707; 2 nm psi 23.374, Delta 177.627 deg
65 deg: bare psi 17.745, Delta 179.562; 2 nm psi 17.761, Delta 176.455 deg
70 deg: bare psi 10.558, Delta 179.188; 2 nm psi 10.604, Delta 173.453 deg
law check, direct/predicted small singular value:
  transparent 0.99981 (0.02 nm), red Si 0.99520 (0.1 nm), UV Si 1.00008 (0.001 nm)
limiting powers of d: transparent, 3 angles 1.9992, 1 angle 1.9992; UV Si 1.0001
d nm | s1 | s2 | err d nm | err n | correlation | err d, n fixed nm
  100 | 1.257e+04 | 65.07 | 0.0154 | 0.000125 | -0.771565 | 0.00978
   20 | 2720 | 12.19 | 0.0819 | 0.00383 | -0.995378 | 0.00787
   10 | 1571 | 6.291 | 0.158 | 0.0157 | -0.999165 | 0.00646
    5 | 842.2 | 3.185 | 0.308 | 0.0621 | -0.999810 | 0.00601
    2 | 377.1 | 1.271 | 0.702 | 0.356 | -0.999965 | 0.00586
    1 | 240.3 | 0.5756 | 1.22 | 1.24 | -0.999989 | 0.00584
power of s2 for red Si between 1 and 2 nm: 1.143
s2 predicted at 2 nm: 2.806
300 noisy fits at 100 nm: spread d 0.01637 nm, n 0.0001221; first fit 99.9833 nm, 1.46017
300 noisy fits at 20 nm: spread d 0.07945 nm, n 0.003721; first fit 19.9374 nm, 1.46269
F'/F = 0.9846 -0.00271i
valley slope dd/dn at 2 nm: SVD -1.9720, law -1.9692 nm
  n held at 1.36: best d 2.2624 nm, dF law 2.2621 nm, chi2 0.0873
  n held at 1.41: best d 2.1129 nm, dF law 2.1128 nm, chi2 0.0205
  n held at 1.51: best d 1.9130 nm, dF law 1.9131 nm, chi2 0.0193
  n held at 1.56: best d 1.8452 nm, dF law 1.8455 nm, chi2 0.0764
contrast, 100 nm film with n held at 1.47: d 99.055 nm, chi2 6323.7
noise reduction for n error 0.01 at 2 nm: 35.6 times
n error at 2 nm, 70 deg alone: 0.540
UV 300 nm, Si 5.0-4.2i, oxide 1.49: n error at 2 nm 0.0292
neglected effect: shift of d at 2 nm, n fixed | d, n at 20 nm, free
  0.5 nm interlayer, index 2.0: +0.6046 nm | +0.4806 nm, +0.00609
  0.3 nm surface film, index 1.4: +0.2804 nm | +0.2993 nm, -0.00095
  angle offset 0.01 deg: +0.0030 nm | -0.1794 nm, +0.00963
  silicon 10 K warmer (4e-4 per K): -0.0035 nm | +0.3849 nm, -0.01800
\end{verbatim}
